\section*{Covariance of weighted least-squares parameters and the Cramer-Rao bound}

\section{How well does a fit know its parameters?}

A transparent film, 500 nm thick with refractive index 1.5, is measured by its reflectance at 41 wavelengths, and thickness and index are fitted together. With equal weights for all channels, the error formula for independent channels reports a standard deviation of 1.04 nm for the thickness. The actual value, to leading order in the noise, is 3.45 nm. Other weights, applied to the same data, bring it down to 1.06 nm, and for Gaussian noise no unbiased estimator can do better. All three numbers follow from the derivatives of the reflectance and the covariance of the noise.

\subsection{The local response of the fit}

Let the data be
\begin{equation}
y=f(\theta^*)+\varepsilon,\qquad E\,\varepsilon=0,\qquad E\,\varepsilon\varepsilon^T=\Sigma ,
\label{data}
\end{equation}
with $m$ channels and $p$ parameters. The noise covariance $\Sigma$ is known, positive definite and independent of $\theta$. The model $f$ is smooth, and its Jacobian $J_{ij}=\partial f_i/\partial\theta_j$ has rank $p$ at the true value $\theta^*$. Written without an argument, $J$ is taken there. The fit minimises
\begin{equation}
S(\theta)=\tfrac12\,[y-f(\theta)]^T W\,[y-f(\theta)],
\label{S}
\end{equation}
where $W$ is a fixed, symmetric, positive definite weight matrix. Setting the gradient to zero gives
\begin{equation}
J(\hat\theta)^T W\,[y-f(\hat\theta)]=0 .
\label{stat}
\end{equation}
For noiseless data this is solved by $\hat\theta=\theta^*$. Differentiate the left side there. With respect to $\theta$ it gives $-J^TWJ$, since the derivative of $J(\theta)$ multiplies a vanishing residual. With respect to $y$ it gives $J^TW$. The matrix $J^TWJ$ is positive definite: $v^TJ^TWJv=(Jv)^TW(Jv)>0$ for $v\neq0$, because full rank makes $Jv\ne0$. The implicit function theorem therefore provides a smooth branch $\hat\theta(y)$ of local minima, with
\begin{equation}
\hat\theta-\theta^*=A\varepsilon+O(\varepsilon^2),\qquad A=(J^TWJ)^{-1}J^TW,\qquad AJ=I .
\label{A}
\end{equation}
The covariance of the linear part is
\begin{equation}
C_W=E\,(A\varepsilon)(A\varepsilon)^T=A\Sigma A^T .
\label{CW}
\end{equation}
For $W=\Sigma^{-1}$, writing $A_0$ for the corresponding $A$,
\begin{equation}
C=(J^T\Sigma^{-1}J)^{-1},\qquad A_0=CJ^T\Sigma^{-1},
\label{C}
\end{equation}
because $A_0\Sigma A_0^T=CJ^T\Sigma^{-1}JC=C$. The short expression $(J^TWJ)^{-1}$ is thus justified when $W=\Sigma^{-1}$; for other weights \eqref{CW} is needed in general.

These weights are the best ones. Since $\Sigma A_0^T=JC$,
\begin{equation}
(A-A_0)\Sigma A_0^T=(AJ-A_0J)C=(I-I)C=0 .
\end{equation}
Writing $A=A_0+(A-A_0)$ in \eqref{CW}, the cross terms vanish and
\begin{equation}
C_W=C+(A-A_0)\Sigma(A-A_0)^T .
\label{GM}
\end{equation}
The last term is positive semidefinite, so $C_W\ge C$ in the matrix sense: no linear combination of the parameters has a smaller leading-order variance than with $W=\Sigma^{-1}$. Gaussian noise has not been assumed so far.

\subsection{The Cramer-Rao bound}

Now let the noise be Gaussian. The log density of the data is
\begin{equation}
\ln p(y|\theta)=-\tfrac12[y-f(\theta)]^T\Sigma^{-1}[y-f(\theta)]-\tfrac12\ln\det(2\pi\Sigma).
\end{equation}
The last term does not depend on $\theta$. The gradient with respect to $\theta$, called the score, and its covariance, the Fisher information, are
\begin{equation}
s=J^T\Sigma^{-1}\varepsilon,\qquad E\,s=0,\qquad
F=E\,ss^T=J^T\Sigma^{-1}\Sigma\,\Sigma^{-1}J=J^T\Sigma^{-1}J .
\label{F}
\end{equation}
Comparison with \eqref{C} gives $C=F^{-1}$.

To see why $F^{-1}$ is a bound, take any estimator $\hat\theta(y)$ with finite variance and bias $\beta(\theta)=E\hat\theta-\theta$, regular enough that derivatives may be taken under the integral. Then
\begin{equation}
\frac{\partial E\hat\theta_i}{\partial\theta_j}
=\int\hat\theta_i\,\frac{\partial p}{\partial\theta_j}\,dy
=E\,\hat\theta_i s_j=\mathrm{Cov}(\hat\theta_i,s_j),
\end{equation}
where $\partial p/\partial\theta_j=p\,s_j$ and $E\,s=0$ were used. Hence $\mathrm{Cov}(\hat\theta,s)=K$ with $K=I+\partial\beta/\partial\theta$. The vector $\hat\theta-KF^{-1}s$ has a positive semidefinite covariance:
\begin{align}
0&\le \mathrm{Cov}(\hat\theta)-KF^{-1}K^T-KF^{-1}K^T+KF^{-1}FF^{-1}K^T\nonumber\\
&=\mathrm{Cov}(\hat\theta)-KF^{-1}K^T .
\label{CR}
\end{align}
For an unbiased estimator $K=I$, and $\mathrm{Cov}(\hat\theta)\ge F^{-1}$.

Equality in \eqref{CR} requires $\hat\theta-E\hat\theta=KF^{-1}s$. The optimally weighted fit has the linear response $A_0\varepsilon=CJ^T\Sigma^{-1}\varepsilon=F^{-1}s$, which is of this form with $K=I$. If $f$ is linear in $\theta$, there are no further terms and the bound is attained at any noise level. If $f$ is nonlinear, it is attained to leading order as the noise shrinks.

\subsection{What the next order brings}

Write the noise as $\kappa\eta$, with fixed distribution of $\eta$ and small $\kappa$. On the smooth branch $\hat\theta-\theta^*=\kappa\delta_1+\kappa^2\delta_2+\dots$, where $\delta_n$ is of degree $n$ in $\eta$. For Gaussian noise, values of $\kappa\eta$ outside a fixed small neighbourhood have a probability that falls faster than any power of $\kappa$. They do not affect the expansion of the moments if the estimates are confined to a bounded range and the local branch is followed inside the neighbourhood. The covariance term of order $\kappa^3$ contains $\mathrm{Cov}(\delta_1,\delta_2)$, an odd moment, which vanishes for symmetric noise. The relative correction to $C_W$ therefore starts at $\kappa^2$.

The bias also starts at $\kappa^2$. Set $\kappa=1$ and count powers of the noise. Let $H_i$ be the Hessian matrix of $f_i$, let $e=\varepsilon-J\delta_1$, and let $q_i=\delta_1^TH_i\delta_1$. The second-order terms of \eqref{stat} are
\begin{equation}
\sum_{il}(H_i\delta_1)W_{il}e_l-J^TWJ\,\delta_2-\tfrac12J^TWq=0 .
\label{second}
\end{equation}
For $W=\Sigma^{-1}$ the first term averages to zero, since
\begin{equation}
E\,\delta_1e^T=A_0\Sigma-A_0\Sigma A_0^TJ^T=CJ^T-CJ^T=0 .
\end{equation}
With $E\,q_i=\mathrm{tr}(CH_i)\equiv h_i$, solving \eqref{second} for the mean of $\delta_2$ gives
\begin{equation}
\beta=-\tfrac12\,CJ^T\Sigma^{-1}h .
\label{bias}
\end{equation}

One channel with $f=\ln\theta$ and noise standard deviation $\tau$ can be solved in full. The fit is $\hat\theta=e^y=\theta e^\varepsilon$. From $E\,e^{k\varepsilon}=e^{k^2\tau^2/2}$,
\begin{equation}
E\hat\theta=\theta e^{\tau^2/2},\qquad
\mathrm{Var}\,\hat\theta=\theta^2e^{\tau^2}\bigl(e^{\tau^2}-1\bigr).
\label{log}
\end{equation}
Here $J=1/\theta$, $F^{-1}=\theta^2\tau^2$ and $K=e^{\tau^2/2}$, so the bound \eqref{CR} is $\theta^2\tau^2e^{\tau^2}$. The variance lies above it because $e^x-1>x$ for $x=\tau^2>0$. Relative to $F^{-1}$ the variance is $1+\tfrac32\tau^2+\dots$. For $\tau=0.3$ the excess is 14\%, for $\tau=0.03$ it is 0.14\%. Formula \eqref{bias}, with $h=\theta^2\tau^2(-1/\theta^2)=-\tau^2$, gives $\beta=\tfrac12\theta\tau^2$, the first term of the bias in \eqref{log}.

\subsection{A film measured by its reflectance}

Let light fall from air at normal incidence on a lossless film of thickness $d$ and index $n$, on a lossless substrate of index $n_s$, taken as semi-infinite so that no light returns from its back surface. The two interfaces have reflection amplitudes
\begin{equation}
r_1=\frac{1-n}{1+n},\qquad r_2=\frac{n-n_s}{n+n_s},\qquad \phi=\frac{4\pi nd}{\lambda},
\end{equation}
where $\phi$ is the round-trip phase. Seen from inside the film, the upper interface reflects with $-r_1$, and the product of its two transmission amplitudes is $4n/(1+n)^2=1-r_1^2$. Summing the multiple reflections gives
\begin{equation}
r=r_1+\frac{(1-r_1^2)r_2e^{i\phi}}{1+r_1r_2e^{i\phi}}
=\frac{r_1+r_2e^{i\phi}}{1+r_1r_2e^{i\phi}} .
\end{equation}
With $P=2r_1r_2\cos\phi$, the reflectance is
\begin{equation}
R=|r|^2=\frac NQ,\qquad N=r_1^2+r_2^2+P,\qquad Q=1+r_1^2r_2^2+P .
\label{R}
\end{equation}
The Jacobian columns follow from the quotient rule,
\begin{equation}
\frac{\partial R}{\partial d}=\frac{(Q-N)}{Q^2}\frac{\partial P}{\partial d},\qquad
\frac{\partial R}{\partial n}=\frac{1}{Q^2}\Bigl(Q\frac{\partial N}{\partial n}-N\frac{\partial Q}{\partial n}\Bigr),
\label{jac}
\end{equation}
with $\partial P/\partial d=-2r_1r_2\sin\phi\,(4\pi n/\lambda)$. For the second column, $r_1'=-2/(1+n)^2$ and $r_2'=2n_s/(n+n_s)^2$ are inserted into the derivatives of $N$ and $Q$, and $\partial\phi/\partial n=4\pi d/\lambda$.

The parameters are $d=500$ nm, $n=1.5$, $n_s=3.5$, with wavelengths from 400 to 800 nm in steps of 10 nm and no dispersion. Each channel has independent noise of rms $\sigma=0.002$ in $R$, and all share a random offset of rms $c=0.002$:
\begin{equation}
\Sigma=\sigma^2I+c^2\mathbf 1\mathbf 1^T,\qquad
\Sigma^{-1}=\frac1{\sigma^2}\Bigl[I-\frac{c^2}{\sigma^2+mc^2}\mathbf 1\mathbf 1^T\Bigr].
\label{Sig}
\end{equation}
Here $\mathbf 1$ is the vector of ones. The inverse is confirmed by multiplication with $\mathbf 1^T\mathbf 1=m$. With $u=J^T\mathbf 1$,
\begin{equation}
F=\frac1{\sigma^2}\Bigl[J^TJ-\frac{c^2}{\sigma^2+mc^2}\,uu^T\Bigr].
\label{Fex}
\end{equation}
The factor in front of $uu^T$ is $4\times10^{-6}/(1.68\times10^{-4})=1/42$. For $c\to\infty$ it would be $1/m=1/41$, which amounts to subtracting from each column of $J$ its mean over the channels. The optimal fit therefore treats the offset almost as if nothing were known about it.

The derivatives give $(J^TJ)_{dd}=3.96117\times10^{-4}$ nm$^{-2}$ and $u_d=-9.0895\times10^{-3}$ nm$^{-1}$, so
\begin{equation}
F_{dd}=\frac{3.96117\times10^{-4}-8.262\times10^{-5}/42}{4\times10^{-6}}\ \mathrm{nm}^{-2}=98.54\ \mathrm{nm}^{-2}.
\end{equation}
Likewise $F_{dn}=32826.6$ nm$^{-1}$ and $F_{nn}=1.10364\times10^7$. If the index were known, the thickness would have standard deviation $F_{dd}^{-1/2}=0.101$ nm. With both unknown, inverting the $2\times2$ matrix gives
\begin{equation}
C_{dd}=\frac{F_{nn}}{F_{dd}F_{nn}-F_{dn}^2}=\frac{1}{F_{dd}(1-\rho^2)},\qquad
\rho=-\frac{F_{dn}}{\sqrt{F_{dd}F_{nn}}},
\label{rho}
\end{equation}
where $\rho$ is the correlation $C_{dn}/\sqrt{C_{dd}C_{nn}}$. Here $\rho=-0.9954$, and the thickness uncertainty grows by a factor 10.5 to 1.06 nm. The index has standard deviation 0.0032.

The correlation has its origin in the phase, which depends on the product $nd$. Keeping the product fixed requires $\delta d=-(d/n)\delta n$, a slope of $-333.3$ nm. The covariance gives $C_{dn}/C_{nn}=-333.1$ nm. The index itself is determined through the fringe amplitude. At 500 nm, where $\phi=6\pi$, both derivatives vanish, and the channel taken alone says nothing about either parameter to first order. It still helps the optimal fit, because it carries information about the common offset. At 600 nm, where $\phi=5\pi$, the thickness derivative vanishes but $\partial R/\partial n=-0.276$.

\subsection{The price of ignoring a common offset}

For uniform weights, $W\propto I$, equation \eqref{A} gives $A=(J^TJ)^{-1}J^T$. An offset then shifts the parameters by $g=A\mathbf 1=(J^TJ)^{-1}u$ per unit reflectance, and \eqref{CW} becomes
\begin{equation}
C_W=\sigma^2(J^TJ)^{-1}+c^2gg^T .
\label{uni}
\end{equation}
The thickness response is $g_d=1685$ nm. An offset of 0.002 moves the fitted thickness by 3.37 nm, while the independent noise contributes 0.74 nm. Together,
\begin{equation}
\sqrt{0.74^2+3.37^2}\ \mathrm{nm}=3.45\ \mathrm{nm}.
\end{equation}
The naive formula uses the correct variance $\sigma^2+c^2$ of each channel but treats the channels as independent. It gives $\sqrt2\times0.737$ nm $=1.04$ nm. It is too small by a factor 3.3 because it lets the offset average out over the channels. As $c$ grows, \eqref{uni} increases without limit, whereas the optimal covariance approaches the finite value of a fit with a free offset.

\subsection{Where the local formula wears thin}

The derivation was tested on 20000 simulated data sets, arranged in pairs of opposite noise, each fitted with the nonlinear model starting at the true parameters. A sampled variance then has a relative standard error of about 1.4\%. With optimal weights, the sampled covariance agrees with $C$ to 1.0\% in every direction of parameter space. The bias \eqref{bias} is $-0.005$ nm in thickness, about 0.5\% of its standard deviation, and agrees with the curvature of the numerical minimiser.

With uniform weights, the variance in the worst direction exceeds that of the linear response to the same noise by 10.7\%, a sampled value that moves by up to about one percentage point with the random sample. At 0.4 and 0.2 times the noise the excess is 1.7\% and 0.42\%. Halving the noise thus reduces it fourfold, as expected from a relative correction of order $\kappa^2$.

The size of the excess can be understood from the optical thickness $X=nd$, whose change is
\begin{equation}
\delta X=n\,\delta d+d\,\delta n+\delta d\,\delta n .
\label{X}
\end{equation}
Suppose that the fit responds linearly in the coordinates $X$ and $n$. The linear combination $n\,\delta d+d\,\delta n$ then equals $\delta X-\delta d\,\delta n$ and acquires extra variance from the product. For nearly perfectly correlated Gaussian errors this is about
\begin{equation}
2\sigma_d^2\sigma_n^2=2\,(3.449\ \mathrm{nm}\times0.01041)^2=0.0026\ \mathrm{nm}^2 .
\end{equation}
With $v=(n,d)^T$, \eqref{uni} gives the linear variance of the same combination,
\begin{equation}
v^TC_Wv=\sigma^2v^T(J^TJ)^{-1}v+c^2(v^Tg)^2=(0.02277+0.00128)\ \mathrm{nm}^2=0.02405\ \mathrm{nm}^2 .
\end{equation}
The ratio is 0.11, close to the observed excess. The supposition is borne out as well: when the same fits are described by $X$ and $n$, the excess falls to 0.4\%. For optimal weights $\sigma_d\sigma_n$ is about eleven times smaller, and the same estimate gives 0.1\% for the combination $n\,\delta d+d\,\delta n$, which for these weights need not be the worst direction.

A thickness error of 3.4 nm in 500 nm looks small. The relevant comparison, however, is between the second-order terms and the width of the error ellipse across its narrow direction, here $\sqrt{0.02405}$ nm $\approx0.155$ nm in $X$. Strong correlation makes this condition more severe, and a better choice of parameters can relax it.

\subsection{When the noise assumptions change}

If the noise level depends on the parameters, it carries information of its own. For one Gaussian channel with mean $\mu(\theta)$, standard deviation $\tau(\theta)$ and $z=(y-\mu)/\tau$, the score is
\begin{equation}
s=\frac{\mu'}{\tau}z+\frac{\tau'}{\tau}(z^2-1),\qquad
F=\frac{\mu'^2+2\tau'^2}{\tau^2},
\label{var}
\end{equation}
since $E\,z^2=1$, $E\,z(z^2-1)=0$ and $E\,(z^2-1)^2=2$. For $\mu=\theta$ and $\tau=0.3\,\theta$ at $\theta=1$, the information is 13.1, of which the mean supplies 11.1. Least squares with fixed weights, whose local variance is $\tau^2/\mu'^2$, then stays above the bound.

If the noise is not Gaussian, \eqref{CW} and \eqref{GM} remain valid for the linear response, but $C$ need not equal the bound. Take a constant $\theta$ measured with independent logistic noise of density $p(x)=\tfrac14\,\mathrm{sech}^2(x/2)$. The score of one channel is $w=\tanh(x/2)$. Because $p\,dx=\tfrac12dw$, $w$ is uniform on $(-1,1)$ and $F=E\,w^2=1/3$. The noise variance is $\pi^2/3$, so the least-squares variance is $\pi^2/9=1.097$ times the bound, a value confirmed by quadrature. The factor does not depend on the number of channels, since averaging divides both variances by $m$. More data do not remove this loss; recovering it takes an estimator that is nonlinear in the data. Maximum likelihood with the logistic density reaches the bound as $m$ grows. For this density so does the median of all pairwise averages of the data, whose large-$m$ variance is $1/[12m(\int p^2dx)^2]=3/m$ with $\int p^2dx=1/6$.

All these uncertainties refer to one local minimum and to a correct model. A fit that lands on another interference fringe, a film with dispersion or absorption that the model omits, or an error in the substrate index or in the reflectance scale, on which the fringe amplitude and hence the fitted index depend, produces errors that neither $C$ nor $C_W$ contains. The numerical output lists the matrices and the simulated values used here.

\section*{Numbers as computed}
\begin{verbatim}
film thickness 500.0 nm, film index 1.5, substrate 3.5
channels 41, wavelengths 400 to 800 nm
independent noise rms 0.002, common offset rms 0.002 (reflectance)
400 nm: R 0.19873, dR/dd 0.006003 /nm, dR/dn 1.90335
500 nm: R 0.30864, dR/dd 0.000000 /nm, dR/dn 0.00000
600 nm: R 0.04726, dR/dd -0.000000 /nm, dR/dn -0.27616
700 nm: R 0.27099, dR/dd -0.002220 /nm, dR/dn -0.77044
800 nm: R 0.27970, dR/dd 0.001715 /nm, dR/dn 0.54858
J^T J: dd 3.96116604e-04 /nm^2, dn 1.32897671e-01 /nm, nn 4.54327056e+01
u = J^T 1: d -9.08953530e-03 /nm, n -7.35204517e+00
Fisher: dd 98.537367 /nm^2, dn 32826.6399 /nm, nn 11036434.92
C optimal: dd 1.113335e+00 nm^2, dn -3.311490e-03 nm, nn 9.940265e-06
optimal weights: sd thickness 1.05515 nm, sd index 3.1528e-03
optimal weights: correlation -0.99543
sd thickness if index known 0.10074 nm, ratio 10.474
offset response g: thickness 1684.6167 nm, index -5.08959 per unit R
uniform weights, true: sd thickness 3.44883 nm, index 1.0409e-02
uniform weights, naive: sd thickness 1.04183 nm, index 3.0763e-03
simulated experiments 20000, in pairs of opposite noise
simulated, optimal: sd thickness 1.0536 nm, index 3.146e-03
simulated, uniform: sd thickness 3.4132 nm, index 1.031e-02
largest variance deviation from C, optimal, full noise: -0.0100
uniform, noise scale 1.0: deviation from C_W 0.1074, excess over linear response 0.10691
uniform, noise scale 0.4: deviation from C_W -0.0226, excess over linear response 0.01687
uniform, noise scale 0.2: deviation from C_W -0.0227, excess over linear response 0.00421
uniform, full noise, coordinates (n*d, n): excess 0.00370
first simulated fit: thickness 501.580 nm, index 1.49528
second-order bias: thickness -5.117e-03 nm, index 2.196e-05
bias from minimiser: thickness -5.117e-03 nm, index 2.196e-05
log channel, noise 0.3: bias 0.046028, variance 1.030431e-01
  inverse Fisher 9.000000e-02, biased bound 9.847569e-02, ratio 1.14492
log channel, noise 0.03: bias 0.000450, variance 9.012159e-04
  inverse Fisher 9.000000e-04, biased bound 9.008104e-04, ratio 1.00135
proportional noise 0.3: Fisher 13.1111, mean part only 11.1111
logistic noise: least-squares variance / bound 1.09662
\end{verbatim}
